Resistance separation of two drifting phase-change cells with unequal exponents

**Problem**

The resistance of an amorphous phase-change memory cell rises slowly after the melt-quench pulse that made it amorphous. Over long times this drift is described by the power law

R(t) = R₀ (t/t₀)^ν,

where t is the time since the quench, t₀ is the time of a first reading, R₀ is the resistance found then, and ν is the drift exponent. Two cells, A and B, are nominally equal: both read R₀ = 1 MΩ at t₀ = 1 s. Their exponents are ν_A = 0.10 and ν_B = 0.11. The temperature is held at T = 300 K throughout.

(a) By what percentage does the resistance of B exceed that of A after nine decades of time, at t = 10⁹ s?

(b) Show how the power law arises from defects that relax over a broad, uniform spectrum of energy barriers. How large a difference in conduction barrier corresponds to the separation found in (a)?

(c) In the model of (b), what becomes of the separation if the relaxation spectrum ends at 1.1 eV?

The values are round model parameters. Energies are given in eV or meV, times in seconds and resistances in MΩ.

**Solution of (a): the ratio of two power laws**

Write the law for each cell and divide:

R_B/R_A = [R₀ (t/t₀)^ν_B] / [R₀ (t/t₀)^ν_A].

The common R₀ cancels. Powers of the same base divide by subtracting their exponents, so with Δν = ν_B − ν_A

R_B/R_A = (t/t₀)^Δν.

The mean exponent has dropped out: a pair with exponents 0.03 and 0.04 would separate by the same factor. If D is the number of decades, t/t₀ = 10^D and

r ≡ R_B/R_A = 10^(D Δν).

For D = 9 and Δν = 0.01 the exponent is 0.09, and

r = 10^0.09 = 1.230.

Cell B therefore lies 23 percent above cell A. The two resistances are

R_A = 1 MΩ × 10^0.90 = 7.94 MΩ,
R_B = 1 MΩ × 10^0.99 = 9.77 MΩ.

Each cell has drifted by a factor of eight to ten, and the separation is a modest remainder of that large common change. Dividing both readings by a common drift factor, say (t/t₀)^0.105, would bring them back close to 1 MΩ but would leave their ratio at 1.230. A correction shared by both cells cannot remove a difference between their exponents.

*Which percentage is meant.* The separation is large enough for the reference value to matter. Let

λ = ln r = Δν ln(t/t₀) = 0.01 × 9 × ln 10 = 0.207.

Relative to the slower cell, the separation is

(R_B − R_A)/R_A = e^λ − 1 = 23.0 percent.

Relative to the faster cell, it is

(R_B − R_A)/R_B = 1 − e^(−λ) = 18.7 percent.

Relative to the mean of the two, it is

(R_B − R_A)/[(R_A + R_B)/2] = 2(e^λ − 1)/(e^λ + 1).

Multiplying numerator and denominator by e^(−λ/2) turns them into 2 sinh(λ/2) and 2 cosh(λ/2), so this equals

2 tanh(λ/2) = 20.6 percent.

The quick estimate "percentage ≈ λ" gives 20.7 percent. It is the first term of

e^λ − 1 = λ + λ²/2 + λ³/6 + …

The second term adds 2.1 percentage points and the third about 0.1, which brings the sum to 23.0 percent. Most of this correction can be seen as compounding. One decade separates the cells by a factor 10^0.01, or 2.33 percent; nine such percentages added give 21.0 percent, but nine such factors multiplied give 23.0 percent.

*Cells that do not match at t₀.* If the first readings are R_A0 and R_B0, they no longer cancel, and

R_B/R_A = (R_B0/R_A0) (t/t₀)^Δν.

The factor 1.230 is then the growth of the ratio, not the ratio itself. A faster cell that starts 18.7 percent below the slower one has R_B0/R_A0 = 1/1.230, and the two cells become equal after nine decades. Initial mismatch can thus enlarge, hide or reverse the final separation.

*A difference is not a standard deviation.* Here 0.01 is the difference within one pair. Suppose instead that the exponents of many cells, all matched at t₀, are independent with standard deviation σ. The variance of the difference between two of them is σ² + σ² = 2σ², so the root-mean-square value of ln(R_B/R_A) is

√2 σ ln(t/t₀).

For σ = 0.01 and nine decades this is 1.414 × 0.207 = 0.293. A pair separated by that amount has a ratio e^0.293 = 1.34, not 1.23.

**Solution of (b): a model that gives the power law**

*The model.* The quenched glass contains defects that can relax to a more stable arrangement. Each defect relaxes once, independently of the others, over a barrier E, with the time constant

τ(E) = τ₀ exp(E/kT), τ₀ = 10⁻¹³ s.

All defects are unrelaxed at t = 0. A defect with barrier E has then relaxed by time t with probability 1 − exp[−t/τ(E)]. Let the barriers be spread uniformly from 0 to E_max, with g defects per unit volume and unit energy. The density of relaxed defects is g W(t), where

W(t) = ∫₀^E_max {1 − exp[−t/τ(E)]} dE

is an energy: the width of the part of the spectrum that has relaxed.

Relaxation is assumed to raise the barrier U for electrical conduction in proportion to the density of relaxed defects, with a coefficient c:

U(t) = U_i + c g W(t).

The product c g is dimensionless, since c is an energy times a volume and g is an inverse energy times an inverse volume. Finally, conduction is taken to be thermally activated with a constant prefactor R*:

R(t) = R* exp[U(t)/kT].

*The integral.* Substitute

y = t/τ(E) = (t/τ₀) exp(−E/kT).

Then dy = −(y/kT) dE, or dE = −kT dy/y. The lower limit E = 0 becomes y = x ≡ t/τ₀. The upper limit E = E_max becomes y = z ≡ t/t_edge, where

t_edge = τ₀ exp(E_max/kT)

is the time constant of the slowest defects. The minus sign is absorbed by exchanging the limits:

W(t) = kT ∫_z^x (1 − e^(−y)) dy/y.

Write this as an integral from 0 to x minus an integral from 0 to z. The first is split at y = 1:

∫₀^x (1 − e^(−y)) dy/y = ∫₀¹ (1 − e^(−y)) dy/y + ∫₁^x dy/y − ∫₁^x e^(−y) dy/y.

The middle term is ln x. In the last term, replace the integral from 1 to x by the integral from 1 to ∞ minus the integral from x to ∞. The result is

ln x + C + ∫_x^∞ e^(−y) dy/y,

with the constant

C = ∫₀¹ (1 − e^(−y)) dy/y − ∫₁^∞ e^(−y) dy/y.

Integrate both parts of C by parts, using 1/y = d(ln y)/dy. The boundary terms vanish: ln y is zero at y = 1, (1 − e^(−y)) ln y tends to zero as y → 0, and e^(−y) ln y tends to zero as y → ∞. What remains is

C = −∫₀¹ e^(−y) ln y dy − ∫₁^∞ e^(−y) ln y dy = −∫₀^∞ e^(−y) ln y dy = γ,

which is a standard integral for Euler's constant, γ = 0.577.

Two small terms are left. The integral from x to ∞ is less than e^(−x)/x, because 1/y < 1/x there. The integral from 0 to z is at most z, because 1 − e^(−y) ≤ y. Both are negligible when τ₀ ≪ t ≪ t_edge, and then

W(t) = kT [ln(t/τ₀) + γ].

The logarithm has a simple meaning. At time t, defects with barriers well below

E*(t) = kT ln(t/τ₀)

have relaxed and those well above have not. Each decade of time moves this front up by the same energy, kT ln 10.

*The drift law.* The barrier rise between the two readings is

U(t) − U(t₀) = c g [W(t) − W(t₀)] = c g kT ln(t/t₀),

since γ and τ₀ cancel in the difference. Dividing by kT and exponentiating gives

R(t)/R(t₀) = exp[c g ln(t/t₀)] = (t/t₀)^(c g).

This is the drift law, with ν = c g. The kT from the width of the relaxed spectrum has cancelled the kT in the activated resistance. In this model the exponent is therefore independent of temperature, provided that c and g are, that the cell relaxes and is read at the same temperature, and that both readings lie well between τ₀ and t_edge. The last condition becomes stricter on heating, because t_edge shortens: for E_max = 1.8 eV it is about 2 × 10¹⁷ s at 300 K but only about 10⁷ s at 450 K. The cancellation of kT also rests on the constant prefactor R*, so the independence of temperature is a property of this model and need not hold for a real cell. The model also contains no crystallization, which can end the drift of a real amorphous cell on heating.

*The barrier difference.* Cells A and B differ in ν, through c, g or both. Since they match at t₀, their resistance ratio at time t comes from the difference between their barrier rises:

ΔU = Δν kT ln(t/t₀) = 0.207 × 25.85 meV = 5.36 meV.

A difference of about 5 meV, one fifth of kT, is enough for a 23 percent separation, because the barrier enters the resistance through an exponential. This value assumes that all of the drift lies in the barrier, with R* fixed and the cell read at a field low enough for the simple activated law to hold. If R* also changed during relaxation, the barrier difference for the same separation would be different.

*Numerical check.* For E_max = 1.8 eV, direct numerical integration over the spectrum gives W = 0.7888 eV at 1 s and 1.3245 eV at 10⁹ s. The difference is 0.5357 eV. Multiplied by 0.10 and 0.11, it gives barrier rises of 53.6 and 58.9 meV, which differ by the amount just found. Power laws fitted to the resistances obtained from this integration have exponents 0.10000 and 0.11000, and the final ratio is 1.230, although no power law was put into the integration. At 330 K the ratio is the same. These results check the mathematics of the model; they do not show that a given glass obeys it.

*What "nominally equal" means here.* The problem matches the cells at t₀, not at the quench. Suppose instead that they shared the same U_i and R* and differed only in ν. At t₀ their barriers would already differ by

Δν W(t₀) = 0.01 × 0.7888 eV = 7.9 meV,

and their resistances by the factor exp(7.9/25.85) = 1.36. By 10⁹ s this ratio would have grown by the further factor 1.230, to 1.67. Matching at 1 s therefore requires a compensating difference in U_i or R*. The 23 percent is the separation that develops after the matching.

**Solution of (c): a spectrum that ends early**

During the nine decades from 1 s to 10⁹ s, the relaxation front E* moves from

25.85 meV × ln 10¹³ = 0.77 eV

to

25.85 meV × ln 10²² = 1.31 eV.

A spectrum that reaches 1.8 eV contains this whole range. One that ends at 1.1 eV does not: its slowest defects have the time constant

t_edge = τ₀ exp(1.1 eV/kT) = 3.0 × 10⁵ s,

about five and a half decades after t₀. Long after t_edge every defect has relaxed, so W(t) = E_max. From the definition of t_edge,

E_max = kT ln(t_edge/τ₀).

At t₀ the logarithmic formula still holds, because τ₀ ≪ t₀ ≪ t_edge. Hence

W(t) − W(t₀) = kT ln(t_edge/τ₀) − kT [ln(t₀/τ₀) + γ] = kT [ln(t_edge/t₀) − γ].

Multiplying by Δν/kT gives the logarithm of the final ratio:

ln(R_B/R_A) = Δν [ln(t_edge/t₀) − γ] = 0.01 × (12.62 − 0.58) = 0.1204.

The ratio levels off at e^0.1204 = 1.128, a separation of 12.8 percent instead of 23.0 percent. Direct integration over the shortened spectrum gives the same value at 10⁹ s. The term −γ appears because the formula for W(t₀) contains +γ while the fully relaxed width does not.

Both cells have stopped drifting by then. Extrapolating exponents measured well before t_edge would overestimate the separation at 10⁹ s, even if those exponents were known perfectly.

**A table of cases**

The separation is given relative to the slower cell. All cases have T = 300 K and cells matched at 1 s.

| Decades | Δν | E_max (eV) | Separation (%) |
|---|---|---|---|
| 1 | 0.01 | 1.8 | 2.3 |
| 3 | 0.01 | 1.8 | 7.2 |
| 6 | 0.01 | 1.8 | 14.8 |
| 9 | 0.01 | 1.8 | 23.0 |
| 9 | 0.005 | 1.8 | 10.9 |
| 9 | 0.02 | 1.8 | 51.4 |
| 9 | 0.01 | 1.1 | 12.8 |

The first four rows show how slowly the separation builds up on an ordinary clock. After 10⁶ s, about twelve days, it is 14.8 percent. Reaching 23.0 percent takes until 10⁹ s, about 32 years.

The next two rows show the sensitivity to Δν. Doubling Δν squares the ratio: 1.2303² = 1.514, a separation of 51.4 percent, which is more than twice 23.0 percent. For a small error δ in Δν, differentiating ln r = Δν ln(t/t₀) gives

δr/r = δ ln(t/t₀).

With ln(t/t₀) = 20.7, an error of 0.001 in the exponent difference changes the ratio by about 2 percent of its value, or the separation by about 2.5 percentage points. If the exponent difference is known only to the nearest 0.01, it may lie anywhere between 0.005 and 0.015, and the separation anywhere between 11 and 36 percent. The figure of 23.0 percent belongs to a difference of exactly 0.01.

**When the estimate can be used**

The result of (a) was derived for exponents that stay constant over the whole interval. If the exponents change with time, define the local exponent of each cell as

ν(t) = d ln R/d ln t.

Subtracting the definitions for the two cells and integrating from t₀ to t gives, for matched cells,

ln(R_B/R_A) = ∫ [ν_B(t′) − ν_A(t′)] d ln t′.

The quantity that matters is therefore the exponent difference averaged over logarithmic time. The value 0.01 must be this average if the 23 percent is to hold. If a difference measured in the first two or three decades persists, it also gives the result at nine decades. In (c) it does not persist: both local exponents fall to zero, and their difference falls with them.

Within the power law, the starting time does not matter, only the ratio t/t₀. Nine decades from 1 μs to 1000 s produce the same factor as nine decades from 1 s to 10⁹ s. In the relaxation model this holds as long as both times lie well inside the window between τ₀ and t_edge.

The origin of time does matter. If a clock is started at the first reading and shows u = t − t₀, the law becomes

R = R₀ (1 + u/t₀)^ν.

For u ≫ t₀ this approaches R₀ (u/t₀)^ν, and the two clocks agree. For u comparable with t₀ they do not, and a straight line fitted to ln R against ln u there would give a wrong exponent.

Temperature must also be constant in the form used here. Suppose that a cell relaxes at T_a and is read briefly at another temperature T_r, with no further relaxation during the reading. Its barrier has risen by ν kT_a ln(t/t₀), but the resistance now contains this rise divided by kT_r. If both readings are taken at T_r, the apparent exponent is

ν T_a/T_r,

and the exponent difference is scaled by the same factor. In this model, with constant R* and activated conduction at T_r, reading at a temperature below that of the relaxation therefore enlarges the growth of the ratio between the two readings. Cells that match at T_a match at T_r as well only if their barriers at t₀ are equal; if different prefactors made them match, they do not.

The main results, including those from the direct integration over the barrier spectrum, are listed in the numerical output below.

Values computed for the example and the checks

```
temperature: 300 K
thermal energy kT: 25.85 meV
attempt time tau0: 1e-13 s
upper edge of barrier spectrum: 1.8 eV
matching time t0: 1 s
final time: 1e+09 s
final time in years: 31.7 yr
matched resistance R0: 1.00 megaohm
exponent difference: 0.010 (dimensionless)
fitted exponent, slow cell: 0.10000 (dimensionless)
fitted exponent, fast cell: 0.11000 (dimensionless)
relaxed width at t0: 0.7888 eV
relaxed width at end: 1.3245 eV
final resistance, slow cell: 7.943 megaohm
final resistance, fast cell: 9.772 megaohm
simulated ratio fast/slow: 1.23027 (dimensionless)
formula ratio 10^(D*dnu): 1.23027 (dimensionless)
simulated ratio at 330 K: 1.23027 (dimensionless)
logarithm of ratio: 0.2072 (dimensionless)
separation relative to slow cell: 23.0 percent
separation relative to fast cell: 18.7 percent
separation relative to mean: 20.6 percent
conduction barrier difference: 5.36 meV
separation after 1 decades: 2.3 percent
separation after 3 decades: 7.2 percent
separation after 6 decades: 14.8 percent
separation after 9 decades for exponent difference 0.005: 10.9 percent
separation after 9 decades for exponent difference 0.020: 51.4 percent
edge of shortened spectrum: 1.1 eV
edge time of shortened spectrum: 3.01e+05 s
simulated ratio, shortened spectrum: 1.1279 (dimensionless)
plateau formula: 1.1279 (dimensionless)
separation, shortened spectrum: 12.8 percent
```
